# Exciton binding in a quantum well with infinite barriers

## The problem

An electron (mass $m_e$) and a hole (mass $m_h$) are confined to a well $|z|<L/2$ with infinitely high barriers. They attract each other through a uniform dielectric constant $\varepsilon$. Both masses are isotropic, and the in-plane centre of mass is at rest. The binding energy $B$ is the sum of the two lowest subband energies minus the energy of the exciton.

(a) Using the lowest subband functions, find a variational binding energy for every $L$, and its limits for very narrow and very wide wells.

(b) Evaluate it for $m_e=0.10$ and $m_h=0.15$ free-electron masses, $\varepsilon=12$ and $L=10$ nm. These are round model parameters.

**Units.** With $\mu=m_em_h/(m_e+m_h)$, lengths are measured in the exciton Bohr radius $a^*=4\pi\varepsilon_0\varepsilon\hbar^2/(\mu e^2)$ and energies in the exciton Rydberg $\mathrm{Ry}^*=\hbar^2/(2\mu a^{*2})$. Dividing the Hamiltonian by $\mathrm{Ry}^*$ turns $\hbar^2/2m_e$ into $w_e=\mu/m_e$, $\hbar^2/2m_h$ into $w_h=\mu/m_h$, and the Coulomb energy into $-2/r$:

$$H=-w_e\partial_{z_e}^2-w_h\partial_{z_h}^2-\nabla_\rho^2-\frac{2}{r},\qquad r=\sqrt{\rho^2+z^2},\quad z=z_e-z_h .$$

Here $\rho$ is the in-plane separation, and $w_e+w_h=\mu(1/m_e+1/m_h)=1$. The lowest subband function is $f(z)=\sqrt{2/L}\cos(\pi z/L)$, with $-f''=(\pi/L)^2f$. The subband energies therefore add up to $(w_e+w_h)\pi^2/L^2=\pi^2/L^2$. In these units the bulk exciton has binding energy 1.

## A tempting solution

Confinement fixes the motion along $z$, so take the product

$$\Psi=f(z_e)f(z_h)\,e^{-\rho/\lambda}.$$

The $z$ motion gives $\pi^2/L^2$ and the in-plane kinetic energy is $1/\lambda^2$. The Coulomb energy needs the distribution of $z$ and its exponential average, the subband form factor:

$$F(z)=\int f^2(z_h+z)f^2(z_h)\,dz_h,\qquad g(x)=\int F(z)\,e^{-x|z|/L}\,dz .$$

To bring in $g$, use

$$\int_0^\infty e^{-ak}J_0(bk)\,dk=\frac1\pi\int_0^\pi\frac{d\alpha}{a-ib\cos\alpha}=\frac{1}{\sqrt{a^2+b^2}},$$

which follows from $J_0(y)=\frac1\pi\int_0^\pi e^{iy\cos\alpha}d\alpha$. With $a=|z|$ and $b=\rho$ it gives $1/r=\int_0^\infty e^{-k|z|}J_0(k\rho)\,dk$, and the average over $z$ replaces $e^{-k|z|}$ by $g(kL)$.

The normalized in-plane density is $(p^2/2\pi)e^{-p\rho}$ with $p=2/\lambda$. Differentiating the same integral with respect to $a$ gives the average of $J_0(k\rho)$:

$$p^2\int_0^\infty\rho\,e^{-p\rho}J_0(k\rho)\,d\rho=\frac{p^3}{(p^2+k^2)^{3/2}}=\frac{1}{[1+(k\lambda/2)^2]^{3/2}} .$$

Hence

$$B_{\rm prod}=\max_\lambda\left\{2\int_0^\infty\frac{g(kL)\,dk}{[1+(k\lambda/2)^2]^{3/2}}-\frac1{\lambda^2}\right\}.$$

For $L\to0$, $g\to1$. The substitution $k=(2/\lambda)\tan\theta$ makes the integral $2/\lambda$, so the brace is $4/\lambda-1/\lambda^2$. Its maximum, at $\lambda=1/2$, is 4. A very wide well is bulk material, so the solution ends with the claim that the same formula goes over to 1 for $L\to\infty$.

## Where it fails

The formula for $B_{\rm prod}$ is correct for its trial function, and so is the narrow limit. The last claim was never derived from the formula, and it is false.

By the Cauchy–Schwarz inequality, $F(z)\le\int f^4dz=3/(2L)$. Therefore $g(x)\le\frac{3}{2L}\cdot\frac{2L}{x}=3/x$. Also $g\le1$, and the two bounds together give $g(x)\le\sqrt{3/x}$. Insert this in the Coulomb term and set $k=2y/\lambda$:

$$B_{\rm prod}\le\max_\lambda\left\{\frac{C}{\sqrt{L\lambda}}-\frac1{\lambda^2}\right\},\qquad C=2\sqrt6\int_0^\infty\frac{dy}{\sqrt y\,(1+y^2)^{3/2}} .$$

With $1/\lambda=L^{-1/3}\tau$ the brace becomes $L^{-2/3}(C\sqrt\tau-\tau^2)$. Its maximum falls to zero as $L^{-2/3}$, so $B_{\rm prod}\to0$.

The fault lies in the trial function. In a product, the distribution of $z_e-z_h$ is $F(z)$ whatever $\lambda$ is, and its width grows with $L$. The attraction can draw the two particles together in the plane, but it cannot change their distribution along $z$. A bulk exciton is bound in all three directions.

## The right solution

Let the exponential depend on the full separation:

$$\Psi=f(z_e)f(z_h)\,\varphi,\qquad \varphi=e^{-r/\lambda}.$$

**Removing the subband energy.** For either $z$ coordinate, with a prime for its derivative,

$$[(f\varphi)']^2=f'^2\varphi^2+ff'(\varphi^2)'+f^2\varphi'^2=(ff'\varphi^2)'-ff''\varphi^2+f^2\varphi'^2 .$$

The second form uses $ff'(\varphi^2)'=(ff'\varphi^2)'-(f'^2+ff'')\varphi^2$. The total derivative integrates to zero because $f$ vanishes at the walls, and $-ff''=(\pi/L)^2f^2$. So

$$\int[(f\varphi)']^2=\frac{\pi^2}{L^2}\int f^2\varphi^2+\int f^2\varphi'^2 .$$

Since $\varphi$ depends on $z_e-z_h$, its derivatives with respect to $z_e$ and $z_h$ have equal squares. Their weights add to $w_e+w_h=1$, and the mass ratio drops out:

$$-B(\lambda)=\frac{\int dz\,F(z)\int d^2\rho\,\left(|\nabla\varphi|^2-2\varphi^2/r\right)}{\int dz\,F(z)\int d^2\rho\,\varphi^2},$$

where $\nabla$ acts on $(\boldsymbol\rho,z)$.

**The integrals.** Put $q=2/\lambda$. Then $\varphi^2=e^{-qr}$ and $|\nabla\varphi|^2=\varphi^2/\lambda^2=(q^2/4)\varphi^2$. At fixed $z$, $\rho\,d\rho=r\,dr$, so

$$\int d^2\rho\,\frac{\varphi^2}{r}=2\pi\int_{|z|}^\infty e^{-qr}dr=\frac{2\pi}{q}e^{-q|z|},$$

$$\int d^2\rho\,\varphi^2=2\pi\int_{|z|}^\infty re^{-qr}dr=\frac{2\pi}{q}\left(|z|+\frac1q\right)e^{-q|z|}.$$

Now average over $F$ with $x=qL$. The definition of $g$ gives $\int F\,e^{-q|z|}dz=g(x)$ and $\int F\,|z|e^{-q|z|}dz=-Lg'(x)$. Therefore

$$\left\langle\frac1r\right\rangle=\frac{g}{-Lg'+g/q}=\frac{q}{1+s(x)},\qquad s(x)=-\frac{x\,g'(x)}{g(x)},$$

$$\boxed{B(L)=\max_q\left[\frac{2q}{1+s(qL)}-\frac{q^2}{4}\right]}$$

The form factor enters through its logarithmic slope $s$ alone.

**The form factor.** Write $f^2=[1+\cos(2\pi z/L)]/L$, $u=|z|/L$ and $P(u)=LF$. Let $c$ be the midpoint of the two particles in units of $L$; it runs from $-(1-u)/2$ to $(1-u)/2$. The product of the two densities, times $L^2$, is

$$1+2\cos2\pi c\,\cos\pi u+\tfrac12\cos4\pi c+\tfrac12\cos2\pi u .$$

Over this range $\int\cos2\pi c\,dc=\sin(\pi u)/\pi$ and $\int\cos4\pi c\,dc=-\sin(2\pi u)/(2\pi)$. The sine terms add with coefficient $\frac1\pi-\frac1{4\pi}=\frac3{4\pi}$:

$$P(u)=(1-u)\left(1+\tfrac12\cos2\pi u\right)+\frac{3}{4\pi}\sin2\pi u .$$

Then $g(x)=2\int_0^1P(u)e^{-xu}du$. Let $\kappa=2\pi$, $D=x^2+\kappa^2$ and $A=1-e^{-x}$. For $p=x$ or $p=x-i\kappa$ one has $e^{-p}=e^{-x}$, and

$$\int_0^1(1-u)e^{-pu}du=\frac1p-\frac{A}{p^2},\qquad\int_0^1e^{-pu}du=\frac Ap .$$

Real and imaginary parts supply the cosine and sine terms:

$$g=\frac2x-\frac{2A}{x^2}+\frac xD-\frac{A(x^2-\kappa^2)}{D^2}+\frac{3A}{D}.$$

The terms without $A$ add to $(3x^2+2\kappa^2)/(xD)$. Over the denominator $x^2D^2$, the coefficient of $A$ has the numerator $-2D^2-x^2(x^2-\kappa^2)+3x^2D=-2\kappa^4$. Thus

$$g(x)=\frac{1}{x^2+4\pi^2}\left[3x+\frac{8\pi^2}{x}-\frac{32\pi^4(1-e^{-x})}{x^2(x^2+4\pi^2)}\right].$$

## The two limits

**Narrow wells.** For small $x$, $s\approx x\bar u$, where $\bar u$ is the mean of $|z|/L$ without Coulomb attraction:

$$\bar u=2\int_0^1uP\,du=2\left(\frac16-\frac1{4\pi^2}-\frac3{8\pi^2}\right)=\frac13-\frac5{4\pi^2}\approx0.207 .$$

As $s\ge0$, the bracket in $B$ can be positive only for $q<8$, so $s(qL)\to0$ throughout the relevant range. The bracket becomes $2q-q^2/4$, with maximum 4 at $q=4$. To first order in $L$ the change is $-2q^2L\bar u$ taken at $q=4$, because the shift of a maximum matters only in second order:

$$B\approx4-32\bar u\,L\approx4-6.61\,L .$$

**Wide wells.** For large $x$ the form factor gives $xg=3-4\pi^2/x^2+O(x^{-4})$. Since $s=1-d\ln(xg)/d\ln x$, it follows that $1-s\approx8\pi^2/(3x^2)$. For $q<1/2$ the bracket is below $2q<1$, and for $1/2\le q<8$ the slope $s$ tends uniformly to 1. The bracket becomes $q-q^2/4$, with maximum 1 at $q=2$. The correction $q(1-s)/2=4\pi^2/(3qL^2)$, taken at $q=2$, gives

$$B\approx1+\frac{2\pi^2}{3L^2}.$$

**The rise between them.** $B$ grows steadily as the well narrows if $s$ increases with $x$. With $t=xu$, $s(x)$ is the mean of $t$ under the weight $e^{-t}P(t/x)$. Differentiating this mean gives

$$s'(x)=\frac1x\,\mathrm{Cov}\left(t,h(t/x)\right),\qquad h(u)=-\frac{uP'(u)}{P(u)} ;$$

the end point contributes nothing because $P(1)=0$. The covariance of $t$ with an increasing function of $t$ is positive, so it suffices that $-P'/P$ is positive and increasing in $u$.

Set $v=\pi(1-u)$ and $Y(v)=\pi P=v(1+\frac12\cos2v)-\frac34\sin2v$. Then

$$\frac{dY}{dv}=1-\cos2v-v\sin2v=2\sin v\,K(v),\qquad K=\sin v-v\cos v .$$

Because $K(0)=0$ and $K'=v\sin v>0$ on $(0,\pi)$, $Y$ increases. If a function $y$ and its slope vanish at 0 and $y'>0$ beyond, then $y'/y=\int_0^vy''/\int_0^vy'$. This is the average of $y''/y'$ over $(0,v)$ with weight $y'$, and it decreases if $y''/y'$ does. First, $K''/K'=1/v+\cot v$ decreases, so $K'/K$ decreases. Next, $Y''/Y'=\cot v+K'/K$ decreases, so $Y'/Y$ decreases in $v$. Since $-P'/P=\pi Y'/Y$ and $v$ falls as $u$ grows, $-P'/P$ increases in $u$.

So $s$ rises strictly from 0 to 1. At each fixed $q$ the bracket falls as $L$ grows, and so does its maximum: $B$ decreases strictly from 4 to 1.

**The exact binding energy of the model.** The variational principle gives $B\le B_{\rm exact}$. Two upper bounds complete the picture.

- Since $1/r\le1/\rho$, the in-plane part of $H$ lies above $-\nabla_\rho^2-2/\rho$. The nodeless function $e^{-2\rho}$ is an eigenfunction of this operator with energy $-4$, its lowest. The $z$ motion costs at least $\pi^2/L^2$, so $B_{\rm exact}\le4$.
- A state that vanishes at the walls, continued by zero, is also an allowed state of the free pair, whose energy is at least $-1$. So $B_{\rm exact}\le1+\pi^2/L^2$.

The exact binding energy therefore has the same limits, 4 and 1.

## Numbers

The table comes from numerical maximization over $q$ or $\lambda$, with Gauss–Legendre quadrature for the product.

| $L/a^*$ | $\lambda/a^*$ | $B/\mathrm{Ry}^*$ | $B_{\rm prod}/\mathrm{Ry}^*$ |
|---|---|---|---|
| 0.01 | 0.508 | 3.936 | 3.937 |
| 0.1 | 0.571 | 3.482 | 3.509 |
| 0.3 | 0.671 | 2.884 | 2.942 |
| 1 | 0.866 | 2.031 | 2.066 |
| 2 | 0.989 | 1.588 | 1.548 |
| 3 | 1.037 | 1.382 | 1.273 |
| 10 | 1.026 | 1.060 | 0.641 |
| 100 | 1.000 | 1.001 | 0.126 |

Two features deserve notice. For the listed widths up to $L=a^*$ the product is slightly better. Both columns are variational lower bounds on $B_{\rm exact}$, so at each width the larger entry is the better estimate. Also, $\lambda$ overshoots 1. In a wide well the maximum of $q-q^2/4+4\pi^2/(3qL^2)$ lies at $q\approx2-2\pi^2/(3L^2)$, so $\lambda=2/q\approx1+\pi^2/(3L^2)$ approaches 1 from above.

To see what one parameter costs, replace $\varphi$ by a sum of Gaussians $e^{-a\rho^2-bz^2}$, with 15 values of $a$ and 9 of $b$, one of them zero. The coefficients follow from a matrix eigenvalue problem. The result is again a variational lower bound on $B_{\rm exact}$, from one finite basis, so its excess over $B$ is only the least by which the one-parameter value falls short. The sum keeps the factor $f(z_e)f(z_h)$ and leaves out the higher subbands, so no number of Gaussians makes it exact. The mass ratio drops out of it for the same reason as before; this is a property of the trial form, and it need not hold for $B_{\rm exact}$. This gives 2.14 at $L=1$, 1.43 at $L=3$ and 1.062 at $L=10$. With $b=0$ alone, which is a product with a flexible in-plane function, the value at $L=10$ is 0.66. A better in-plane function does not repair the product there.

**Part (b).** The reduced mass is $\mu=0.10\times0.15/0.25=0.060$ free-electron masses. The units are $\mathrm{Ry}^*=5.67$ meV and $a^*=10.58$ nm, so $L/a^*=10/10.58=0.945$. The maximum lies at $q=2.339$, or $\lambda=2/q=0.855\,a^*=9.05$ nm. There

$$x=qL=2.21,\qquad g=0.666,\qquad s=0.361,$$

$$B=\frac{2\times2.339}{1.361}-\frac{2.339^2}{4}=3.44-1.37=2.07\ \mathrm{Ry}^*=11.7\ \mathrm{meV}.$$

The Gaussian sum raises this to $2.18\ \mathrm{Ry}^*=12.4$ meV; the one-parameter value is about 5% below it. The subband energies are 37.6 meV for the electron and 25.1 meV for the hole, so the one-parameter exciton lies about $62.7-11.7=51$ meV above the bulk gap.

## Where the model ends

The value 4 belongs to infinite barriers. In a well of finite depth, the lowest state leaks further into the barriers as $L\to0$, so the spread of $z_e-z_h$ does not shrink to zero. The effective-mass description also fails before the limit is reached: in the example, $L=0.01\,a^*$ is about 0.1 nm, less than an atomic spacing. Dielectric mismatch, valence-band mixing and nonparabolic bands are left out as well. The 11.7 meV is a result of this model, not a prediction for a particular material.

Numerical values quoted here were computed with a short program.
